# Contact transmission line with a resistive metal film

The usual formula for a planar contact treats the metal as an equipotential. It then predicts that lengthening the contact always lowers its resistance, or at worst leaves it unchanged. If the current must travel along a resistive film to leave at the far end, this prediction fails: beyond a certain length the added film costs more than the added contact area gains. Adding the full end-to-end resistance of the film to the usual formula does not repair it either, because the metal carries the full current only at its exit.

## The two coupled sheets

Let the contact occupy $0\le x\le L$ and have width $W$. The semiconductor under it has sheet resistance $R_s$, the metal film has sheet resistance $R_m$, and the interface has specific contact resistivity $\rho_c$. A current $I$ enters the semiconductor at $x=0$ and leaves the metal at $x=L$. We assume steady state, uniform sheets, a linear interface, no current between the semiconductor and the vertical edges of the film, and a potential that is constant through the thickness of each layer.

Let $I_s$ and $I_m$ be the currents in the two layers, positive towards increasing $x$, and let $V_s$ and $V_m$ be their potentials. A strip of length $dx$ has resistance $R_s\,dx/W$ in the semiconductor and $R_m\,dx/W$ in the metal. Potential falls along the current, so

$$V_s'=-\frac{R_sI_s}{W},\qquad V_m'=-\frac{R_mI_m}{W}. \tag{1}$$

With $u=V_s-V_m$, the current crossing from semiconductor to metal in $dx$ is $uW\,dx/\rho_c$. The semiconductor loses it and the metal gains it:

$$I_s'=-\frac{W}{\rho_c}u,\qquad I_s+I_m=I. \tag{2}$$

No current enters the metal at its near end or leaves the semiconductor at its far end. Hence

$$I_s(0)=I,\qquad I_s(L)=0. \tag{3}$$

The resistance sought runs from the semiconductor entry to the metal exit, and so includes the film:

$$R=\frac{V_s(0)-V_m(L)}{I}. \tag{4}$$

## Current and interface voltage

Subtracting the two parts of (1) and using $I_m=I-I_s$ gives

$$u'=\frac{-R_sI_s+R_m(I-I_s)}{W}=\frac{R_mI-SI_s}{W},\qquad S=R_s+R_m. \tag{5}$$

Differentiating (2) and inserting (5),

$$I_s''=-\frac{W}{\rho_c}u'=\frac{I_s}{\lambda^2}-\frac{R_mI}{\rho_c},\qquad \lambda=\sqrt{\frac{\rho_c}{S}}. \tag{6}$$

A constant solution of (6) is $I_s=\lambda^2R_mI/\rho_c=IR_m/S$. This is the division of current between two sheets in parallel. To it we add two independent homogeneous solutions, each chosen to vanish at one end:

$$\frac{I_s}{I}=\frac{R_m}{S}+A\sinh\frac{L-x}{\lambda}+B\sinh\frac{x}{\lambda}.$$

Put $y=L/\lambda$. The condition at $x=0$ gives $A\sinh y=1-R_m/S=R_s/S$, and that at $x=L$ gives $B\sinh y=-R_m/S$. Therefore

$$f(x)\equiv\frac{I_s}{I}=\frac{R_m}{S}+\frac{R_s\sinh[(L-x)/\lambda]-R_m\sinh(x/\lambda)}{S\sinh y}. \tag{7}$$

The interface voltage follows from $u=-(\rho_c/W)I_s'$. The derivative of $\sinh[(L-x)/\lambda]$ carries a minus sign, so both terms of $u$ are positive. With $\rho_c/(\lambda S)=\lambda$,

$$u(x)=\frac{I\lambda}{W}\,\frac{R_s\cosh[(L-x)/\lambda]+R_m\cosh(x/\lambda)}{\sinh y}. \tag{8}$$

The first term describes transfer near the entry. The second describes transfer near the exit, where the current still shared by the semiconductor has to cross. Since both terms are convex, $u$ has one minimum, at $x_w$, where $u'=0$. Expanding $\sinh(y-x_w/\lambda)$ in $R_s\sinh(y-x_w/\lambda)=R_m\sinh(x_w/\lambda)$ gives

$$\tanh\frac{x_w}{\lambda}=\frac{R_s\sinh y}{R_m+R_s\cosh y}. \tag{9}$$

For positive $R_s$ and $R_m$ the right side lies between zero and $\tanh y$, so the minimum is inside the contact. By (5), $u'=0$ also means $I_s=IR_m/S$. The fraction of current that crosses beyond the point of weakest transfer is thus exactly $R_m/S$ in this model, whatever the length.

## The total resistance

Write the voltage in (4) as $u(0)+[V_m(0)-V_m(L)]$. From (8),

$$\frac{Wu(0)}{I}=\lambda\,(R_s\coth y+R_m\operatorname{csch}y). \tag{10}$$

For the metal drop we integrate (1), which requires the integral of (7). Each hyperbolic sine in (7) integrates to $\lambda(\cosh y-1)$, and $(\cosh y-1)/\sinh y=\coth y-\operatorname{csch}y$. Hence

$$\int_0^L f\,dx=\frac{R_mL}{S}+\frac{\lambda(R_s-R_m)}{S}(\coth y-\operatorname{csch}y),$$

$$\frac{W[V_m(0)-V_m(L)]}{I}=R_m\int_0^L(1-f)\,dx=\frac{R_sR_mL}{S}-\frac{\lambda R_m(R_s-R_m)}{S}(\coth y-\operatorname{csch}y). \tag{11}$$

Now add (10) and (11), taking out the factor $\lambda/S$. The coefficient of $\coth y$ is

$$R_s(R_s+R_m)-R_m(R_s-R_m)=R_s^2+R_m^2,$$

and that of $\operatorname{csch}y$ is

$$R_m(R_s+R_m)+R_m(R_s-R_m)=2R_sR_m.$$

The result is

$$RW=\frac{R_sR_mL}{S}+\frac{\lambda}{S}\left[(R_s^2+R_m^2)\coth y+2R_sR_m\operatorname{csch}y\right]. \tag{12}$$

It is unchanged when $R_s$ and $R_m$ are exchanged, as it must be: reversing the current and reflecting the contact exchanges the roles of the two sheets.

## Perfect metal and the first correction

Hold $L$, $R_s$ and $\rho_c$ fixed and let $R_m\to0$. Then $S\to R_s$ and $\lambda\to L_T=\sqrt{\rho_c/R_s}$. The first and last terms of (12) vanish, leaving

$$R_0W=R_sL_T\coth\frac{L}{L_T}=\sqrt{R_s\rho_c}\,\coth\frac{L}{L_T}. \tag{13}$$

This is the usual hyperbolic-cotangent result. To see how far it can be trusted, consider the dissipated power. Multiplied by $W/I^2$, the heat in the semiconductor, metal and interface is

$$H[f]=\int_0^L\left[R_sf^2+R_m(1-f)^2+\rho_cf'^2\right]dx. \tag{14}$$

For the true current, (6) reads $\rho_cf''=Sf-R_m$. Integrating the last term of (14) by parts with $f(0)=1$, $f(L)=0$ gives

$$\int_0^L\rho_cf'^2dx=-\rho_cf'(0)-\int_0^L(Sf^2-R_mf)\,dx.$$

Substitution cancels all terms in $f^2$ and leaves

$$H[f]=-\rho_cf'(0)+R_m\int_0^L(1-f)\,dx=RW, \tag{15}$$

because $-\rho_cf'(0)=Wu(0)/I$. Now change $f$ to $f+\delta$, with $\delta=0$ at both ends. After integration by parts the term linear in $\delta$ is $2\int(Sf-R_m-\rho_cf'')\delta\,dx=0$. What remains, $\int(S\delta^2+\rho_c\delta'^2)dx$, is not negative. The true current therefore minimizes the heat among all currents obeying (3).

Use as a trial the perfect-metal current $f_0=\sinh[(L-x)/L_T]/\sinh\ell$, with $\ell=L/L_T$. Its heat without the metal term is $R_0W$, so

$$RW\le R_0W+R_m\int_0^L(1-f_0)^2dx. \tag{16}$$

Conversely, the true $f$ used as a trial for perfect metal gives $RW\ge R_0W+R_m\int(1-f)^2dx$. As $R_m\to0$, $f\to f_0$ and the two bounds have the same slope. The integral in (16) is therefore also the exact first-order coefficient. With

$$\int_0^Lf_0\,dx=L_T(\coth\ell-\operatorname{csch}\ell),\qquad \int_0^Lf_0^2\,dx=\frac{L_T}{2}(\coth\ell-\ell\operatorname{csch}^2\ell),$$

it becomes

$$\int_0^L(1-f_0)^2dx=L_T\left[\ell-\tfrac32\coth\ell+2\operatorname{csch}\ell-\tfrac{\ell}{2}\operatorname{csch}^2\ell\right]. \tag{17}$$

Since $0<f_0<1$ inside the contact, this is less than $L$, and $R_0W+R_mL$ overestimates $RW$. For $L\gg L_T$ the bracket tends to $\ell-\frac32$. Perfect metal is then a good approximation if $R_m(L-\frac32L_T)\ll R_sL_T$. A small ratio $R_m/R_s$ is not enough when the contact is long.

## Short contacts, long contacts and the best length

For $y\ll1$, use $\coth y\simeq1/y+y/3$ and $\operatorname{csch}y\simeq1/y-y/6$. The $1/y$ terms in (12) combine to $\lambda^2S/L=\rho_c/L$. The terms proportional to $L$ are

$$\frac{L}{S}\left[\frac{R_s^2+R_m^2}{3}-\frac{R_sR_m}{3}+R_sR_m\right]=\frac{(R_s+R_m)^2L}{3S}=\frac{SL}{3},$$

so that

$$RW\simeq\frac{\rho_c}{L}+\frac{(R_s+R_m)L}{3}. \tag{18}$$

Transfer is nearly uniform here, and the interface dominates. For $y\gg1$ instead,

$$RW\simeq\frac{R_sR_m}{S}L+\frac{\lambda(R_s^2+R_m^2)}{S}. \tag{19}$$

The first term is the two sheets in parallel; the second is the cost of redistributing current at the ends. Resistance thus rises at both extremes of length. To locate the minimum, differentiate (12) with $R_s$, $R_m$ and $\rho_c$ fixed:

$$S\frac{d(RW)}{dL}=R_sR_m-\frac{R_s^2+R_m^2+2R_sR_m\cosh y}{\sinh^2y}. \tag{20}$$

The fraction falls steadily from infinity to zero as $y$ grows, so the derivative changes sign once, from negative to positive. Set it to zero, multiply by $\sinh^2y=\cosh^2y-1$, and add $2R_sR_m$ to both sides:

$$R_sR_m(\cosh y-1)^2=R_s^2+R_m^2+2R_sR_m=S^2.$$

As $\cosh y>1$, the positive root applies, and the best length is

$$L_*=\lambda\,\operatorname{arcosh}\left(1+\frac{R_s+R_m}{\sqrt{R_sR_m}}\right). \tag{21}$$

It goes to infinity as $R_m\to0$, which restores the behaviour of (13).

## A silicided source or drain

Consider nickel silicide on $n^+$ silicon, with current entering from the channel side and leaving the silicide at its far end. Take the rough values $R_s=200\ \Omega/\mathrm{sq}$, $R_m=10\ \Omega/\mathrm{sq}$, $\rho_c=10^{-8}\ \Omega\,\mathrm{cm}^2=1\ \Omega\,\mu\mathrm{m}^2$ and $L=300$ nm. Then $\lambda=\sqrt{1/210}\ \mu\mathrm m=69.0$ nm and $y=4.347$. Equation (12) gives

$$RW=\frac{200\times10\times0.300}{210}+\frac{0.06901}{210}\left[40100\coth y+4000\operatorname{csch}y\right]=2.857+13.215\approx16.07\ \Omega\,\mu\mathrm m.$$

A network of discrete resistors, built from Ohm's law with 2000 segments, also gives 16.073 $\Omega\,\mu$m. Perfect metal would give 14.15 $\Omega\,\mu$m, so the film raises the resistance by 13.6% of that value. The first-order estimate is 16.13 $\Omega\,\mu$m, slightly high as (16) requires, while adding $R_mL$ gives 17.15 $\Omega\,\mu$m.

The heat is divided as 46.66% in the silicon, 41.69% at the interface and 11.65% in the silicide. Halfway along, the silicon still carries 14.9% of the current, well above the parallel share of 4.76%. Transfer is weakest at 245 nm, and the remaining 4.76% crosses beyond that point, as (5) demands. At a drive of 1 mA/$\mu$m the interface voltage is 13.8 mV at the entry and 1.05 mV at the far end. The entry value corresponds to 13.8 $\Omega\,\mu$m, which is not $R$: the remaining 2.25 $\Omega\,\mu$m is the potential drop along the metal.

From (21), $L_*=167$ nm, where $RW=15.21\ \Omega\,\mu$m. Shortening the contact to this length lowers $RW$ by about 5% of its 300 nm value, provided the metal exit moves with the contact end and the material parameters stay fixed.

These parameters are plausible for a silicided planar transistor, but 300 nm is long for a densely scaled one. Of the assumptions whose effect was estimated, the one that matters most here is the absence of edge conduction. If a 20 nm silicide film is sunk into the silicon and its whole vertical face conducts with the same $\rho_c$, a lumped estimate that keeps $R_s=200\ \Omega/\mathrm{sq}$ under the film lowers $RW$ to 13.1 $\Omega\,\mu$m, a change of −18%, and moves the best length to about 150 nm. This presumes that 40 nm of silicon remain below the film; two-dimensional flow in that geometry gives about 13.5 $\Omega\,\mu$m (−16%). If the film instead consumes half of a 40 nm layer, $R_s$ under it doubles, and two-dimensional flow with the conducting face gives about 17.2 $\Omega\,\mu$m (+7%). The recess can thus shift $RW$ in either direction by an amount comparable to the correction for metal resistance, so (12) alone should not be used to predict such a device. The resistance of the plug above the silicide is also outside $R$.

Other effects, each estimated separately relative to 16.07 $\Omega\,\mu$m, are smaller. For 40 nm of silicon, two-dimensional flow adds 3.9%; the thickness is not small compared with $\lambda$, and (1) neglects the resistance to vertical current. Warming by 60 K adds 4.9% if $\rho_c$ is fixed and the sheet resistances rise by rough fractions of 0.003 per kelvin in silicide and 0.001 in silicon. Vertical resistance in the silicide is only $R_mt_m^2/\rho_c=0.004$ of the contact resistivity, with $t_m=20$ nm.

Interface nonlinearity was sized with the current density $J=(V_0/\rho_c)(e^{u/V_0}-1)$, taking $|V_0|=(\hbar/2)\sqrt{n/(m\varepsilon)}$, which is the tunnelling energy scale divided by the elementary charge. Here $n$ is the electron density, $m$ the effective mass and $\varepsilon$ the permittivity of silicon. For a rough mobility of 80 cm$^2$/Vs, the silicon sheet implies about $10^{20}$ electrons per cm$^3$. The assumed $\rho_c$ is optimistic for this density: a simple tunnelling estimate for a parabolic barrier of 0.55 to 0.65 eV, without image lowering, gives 3 to $6\times10^{-8}\ \Omega\,\mathrm{cm}^2$, and falls to $10^{-8}$ or somewhat below at about $2\times10^{20}$ per cm$^3$ at the interface. We keep $10^{20}$ for the estimate. The scale is then 123 meV for the light silicon mass and 56 meV for the heavy one. At 1 mA/$\mu$m the heavy mass changes $RW$ by −3.3% or +3.5%, depending on the sign of $V_0$, and the light mass by about half as much. These figures hold for the assumed exponential law only. The curvature of a real barrier near zero voltage can differ severalfold from it, so they show how sensitive $RW$ is to such a curvature and do not predict the change in a particular contact. The masses used are 0.19 and 0.92 electron masses, and the relative permittivity is 11.7.

## Numbers as computed

```
Silicon sheet resistance Rs: 200 ohm/sq
Silicide sheet resistance Rm: 10 ohm/sq
Contact resistivity: 1.0e-08 ohm cm2
Contact length L: 300 nm
Decay length lambda: 69.01 nm
Perfect-metal transfer length LT: 70.71 nm
L/lambda: 4.347
R W, closed form: 16.073 ohm um
R W, resistor network: 16.073 ohm um
Largest network/formula deviation: 5.6e-07 (relative)
R W, perfect metal: 14.148 ohm um
Increase due to metal: 13.60 %
First-order R W: 16.126 ohm um
Perfect-metal R W plus Rm L: 17.148 ohm um
Heat share, silicon: 46.66 %
Heat share, silicide: 11.65 %
Heat share, interface: 41.69 %
Plateau silicon current Rm/S: 4.76 %
Silicon current at L/2: 14.92 %
Weakest transfer at x: 245.44 nm
Current crossing beyond it: 4.76 %
Best length, formula: 167.35 nm
Best length, network search: 167.35 nm
R W at best length: 15.213 ohm um
Drive current: 1.0 mA/um
Interface voltage at x=0: 13.82 mV
Interface voltage at x=L: 1.05 mV
Silicon thickness: 40 nm
Silicide thickness: 20 nm
R W with 2D silicon flow: 16.696 ohm um
Change from 2D flow: +3.88 %
R W with buried edge conduction: 13.110 ohm um
Change from buried edge: -18.43 %
Assumed electron mobility: 80 cm2/Vs
Implied electron density: 9.75e+19 cm^-3
Light mass used: 0.19 electron masses
Heavy mass used: 0.92 electron masses
Tunnelling scale, light mass: 123.0 meV
Tunnelling scale, heavy mass: 55.9 meV
Nonlinear change, light, rising: -1.52 %
Nonlinear change, light, falling: +1.58 %
Nonlinear change, heavy, rising: -3.26 %
Nonlinear change, heavy, falling: +3.55 %
Metal vertical/contact resistivity: 4.0e-03
Warming: 60 K
Assumed silicide temperature coefficient: 0.003 1/K
Assumed silicon temperature coefficient: 0.001 1/K
Change from warming, fixed contact: +4.87 %
```
